Write-error tail of a perpendicular magnetic bit with an initial tilt, part 1

(Sections cited here and not found follow in the second part.)

**1. The starting distribution and the error cone**

*A flat special case*

Take a magnetic bit whose magnetization points almost along +z, and describe its direction by two small transverse components, x and y. In thermal equilibrium they fluctuate. Suppose that their distribution is a Gaussian centred at (b, 0), with variance 1/(2Δ) in each component:

p(x, y) = (Δ/π) exp{−Δ[(x − b)² + y²]}.   (1)

A write pulse now drives the magnetization away from the z axis. The torque vanishes on the axis, so a bit that starts very near it leaves late and may not have reversed when the pulse ends. Let the failures be the starts inside a disc of radius s about the origin. If s is so small that p hardly changes across the disc, the failure probability is the area times the density at the origin:

P_b ≈ πs² p(0, 0) = Δs² exp(−Δb²).   (2)

With b = 0 the same disc gives Δs². The ratio is exp(−Δb²). The tilt leaves the failing region as it is and moves the cloud of starting points away from it, so that only the edge of the cloud still covers the disc.

Four questions remain before this can be used for a real magnetization, which lives on a sphere. Does a transverse field shift the distribution without changing its shape? Is the failing region a disc about the z axis? How small must the disc be? What does thermal noise during the pulse do? The first three are answered in this half and the last in the second.

*Energy with the transverse field on*

The free layer is treated as a macrospin: one unit vector m = (mx, my, mz) stands for the whole layer. Let Ms be the saturation magnetization, V the volume, Hk the perpendicular anisotropy field (demagnetization included) and Hx a transverse field along x. The energy is

E = ½ μ₀MsHkV (1 − mz²) − μ₀MsHxV mx.   (3)

The first term is zero at the poles and largest on the equator. The barrier without a transverse field is therefore E_B = ½ μ₀MsHkV. Define

Δ = E_B/(kT),  b = Hx/Hk,  0 ≤ b < 1.   (4)

Since μ₀MsHxV = 2E_B b, division of (3) by kT gives

E/(kT) = Δ(1 − mz²) − 2Δb mx.   (5)

Because m is a unit vector, 1 − mz² = mx² + my². Completing the square in mx gives

E/(kT) = Δ(mx² − 2b mx + my²)
= Δ[(mx − b)² + my²] − Δb².   (6)

No small-angle approximation has been made. In the projected components the energy is a circular paraboloid, and the field moves its centre from 0 to b without changing its curvature. The energy minimum in the upper hemisphere lies at mx = b, my = 0, so b is the sine of the tilt angle of that minimum.

*The density on the sphere*

Thermal equilibrium assigns each element of solid angle the weight exp(−E/kT). To use mx and my as variables, the solid angle must be converted. Let θ be the polar angle, φ the azimuth and s = sin θ the distance from the axis in projection. Then ds = cos θ dθ, and

dΩ = sin θ dθ dφ = s ds dφ/cos θ = dmx dmy/mz   (7)

in the upper hemisphere, where mz = √(1 − mx² − my²) > 0. The constant −Δb² in (6) cancels on normalization. The density per unit projected area is therefore

p_b(mx, my) = exp{−Δ[(mx − b)² + my²]} / (Z_b mz),   (8)

Z_b = ∫ dmx dmy exp{−Δ[(mx − b)² + my²]} / √(1 − mx² − my²),   (9)

with the integral taken over the unit disc. The sphere differs from the flat case through the factor 1/mz and the edge of the disc.

Two assumptions enter here. The bit was prepared in the upper hemisphere, and the field was on long enough for equilibrium to form within that well, but not so long that the bit escaped to the lower one. Escape requires crossing the equator, where mx² + my² = 1. There the square bracket in (6) equals 1 − 2b mx + b², which is smallest at mx = 1. The barrier measured from the minimum is thus

E_B(b)/(kT) = Δ(1 − b)².   (10)

The second assumption is sudden removal. The torques are finite, so m cannot change in a vanishing time, and the distribution just after the field disappears is still (8). It is no longer an equilibrium distribution, because the energy minimum has jumped back to the pole.

*Motion during the pulse*

After removal the effective field lies along z. Let γ be the gyromagnetic ratio and ω = γμ₀Hk the small-angle precession frequency. Let α be the damping constant, and let i = I/I_c0 be the current divided by its critical value. With a spin torque toward −z whose coefficient does not depend on angle, the noiseless equation of motion is

dm/dt = −[ω/(1 + α²)] { mz m×ẑ + α(mz − i) m×(m×ẑ) }.   (11)

The first term is precession. In the second, mz comes from damping, which pulls m toward the nearer pole, and −i comes from the current, which pushes m toward −z. The vector m×ẑ has no z component. For the double product,

m×(m×ẑ) = m(m·ẑ) − ẑ(m·m) = mz m − ẑ,   (12)

and its z component is mz² − 1. The z component of (11) is therefore

dmz/dt = −(1/τ)(i − mz)(1 − mz²),  τ = (1 + α²)/(αω),   (13)

where the two sign changes in (mz − i)(mz² − 1) = (i − mz)(1 − mz²) cancel. Put mz = cos θ. The left side becomes −sin θ dθ/dt, and division by −sin θ gives

dθ/dt = (i − cos θ) sin θ/τ.   (14)

For i > 1 the right side is positive at every angle between 0 and π, so θ grows. At i = 1 the growth rate near the pole vanishes, which is what defines the critical current. The azimuth has dropped out. A further term along m×ẑ on the right of (11) would change the precession but not (14).

A write error is taken to mean mz > 0 at the end of a pulse of length t. Equation (14) is a first-order equation for θ alone, so two solutions cannot cross, and a larger starting angle gives a larger final angle. There is then one critical starting angle θ_c(t), which arrives at the equator just as the pulse ends. Starts with θ < θ_c fail and starts with θ > θ_c succeed. The failing region is a cone about z, and in projection a disc of radius s_c = sin θ_c. This answers the second question, on the condition that the torque is symmetric about z.

*Size of the cone*

Write u = cos θ and u_c = cos θ_c. From (13), dt = −τ du/[(i − u)(1 − u²)], and u runs from u_c down to 0. Reversing the limits removes the minus sign:

t/τ = ∫₀^{u_c} du / [(i − u)(1 − u)(1 + u)].   (15)

Split the integrand as A/(1 − u) + B/(1 + u) + C/(i − u). Each coefficient follows by multiplying with its denominator and setting u to the root of that denominator:

A = 1/[2(i − 1)],  B = 1/[2(i + 1)],  C = 1/(1 − i²) = −1/(i² − 1).   (16)

The three integrals are −A ln(1 − u_c), B ln(1 + u_c) and −C ln[(i − u_c)/i]. Hence

t/τ = −ln(1 − u_c)/[2(i − 1)] + ln(1 + u_c)/[2(i + 1)] + ln[(i − u_c)/i]/(i² − 1).   (17)

For a long pulse the critical start lies close to the pole. Then 1 − u_c ≈ θ_c²/2, and u_c may be set to 1 in the other two terms. Multiplication by 2(i − 1), with i² − 1 = (i − 1)(i + 1), gives

2(i − 1)t/τ = −ln(θ_c²/2) + [(i − 1)/(i + 1)] ln 2 + [2/(i + 1)] ln[(i − 1)/i].   (18)

Solve for θ_c². The powers of 2 combine as 1 + (i − 1)/(i + 1) = 2i/(i + 1), so that

θ_c² = C_i exp[−2(i − 1)t/τ],
C_i = 2^{2i/(i+1)} [(i − 1)/i]^{2/(i+1)}.   (19)

The exponential reflects the growth of a small angle at the rate (i − 1)/τ. The constant C_i contains the nonlinear part of the journey to the equator. It tends to 4 for large i.

*The error rate with tilt*

Let WER_b be the write-error rate, the probability that a start drawn from (8) lies in the disc. With mx = s cos φ and my = s sin φ,

(mx − b)² + my² = s² − 2bs cos φ + b².   (20)

The azimuth then appears only in exp(2Δbs cos φ). Its integral over a full turn is 2π I₀(2Δbs), where I₀ is the modified Bessel function

I₀(x) = (1/2π) ∫₀^{2π} e^{x cos φ} dφ = 1 + x²/4 + x⁴/64 + … .   (21)

The odd powers of x average to zero and the even ones have positive coefficients. Using dmx dmy = s ds dφ,

WER_b = (2π/Z_b) e^{−Δb²} ∫₀^{s_c} s e^{−Δs²} I₀(2Δbs)/√(1 − s²) ds.   (22)

For b = 0 the same formula holds with I₀ = 1 and Z_0 in place of Z_b. The two integrands thus differ only by I₀. Since I₀ increases from 1, it lies between 1 and I₀(2Δbs_c) throughout the disc, and the ratio of the integrals lies between the same limits. Therefore

R ≤ WER_b/WER_0 ≤ R I₀(2Δbs_c),  R = e^{−Δb²} Z_0/Z_b.   (23)

As the pulse is lengthened at fixed Δ, b and i, s_c tends to zero, the two bounds meet, and the ratio tends to R.

The third question is answered by the argument of I₀. The tail begins when 2Δbs_c ≪ 1. The ratio of the tilted to the untilted density varies as exp(2Δb mx), so the condition says that this ratio must be nearly uniform over the disc. The first correction follows from I₀ ≈ 1 + (Δbs)². If also Δs_c² ≪ 1, the untilted density is nearly uniform over the disc and the average of s² is s_c²/2, which gives

WER_b/WER_0 ≈ R [1 + ½(Δbs_c)²].   (24)

*The curvature factor*

It remains to find Z_0/Z_b. For large Δ the Gaussian in (9) is narrow. Let f(r) = (1 − r²)^{−1/2} be the function that it multiplies, with r the distance from the origin. Expand f to second order about (b, 0). The linear terms average to zero, and each squared deviation averages to 1/(2Δ). The area under the Gaussian is π/Δ, so

Z_b ≈ (π/Δ)[f(b) + ∇²f(b)/(4Δ)].   (25)

Here f′ = r(1 − r²)^{−3/2}, and in the plane ∇²f = (1/r) d(r f′)/dr. Differentiation gives

∇²f = 2(1 − r²)^{−3/2} + 3r²(1 − r²)^{−5/2} = (2 + r²)(1 − r²)^{−5/2}.   (26)

Dividing (25) by its value at b = 0, and keeping first order in 1/Δ,

Z_b/Z_0 ≈ (1 − b²)^{−1/2} {1 + [(2 + b²)/(1 − b²)² − 2]/(4Δ)}.   (27)

For small b the correction in braces is 5b²/(4Δ). To leading order in 1/Δ,

WER_b/WER_0 → √(1 − b²) exp(−Δb²).   (28)

The expansion requires the Gaussian to lie well inside the unit disc, Δ(1 − b)² ≫ 1, which by (10) is also the condition for a stable starting state. The square root changes the logarithm of the ratio by about −b²/2. Relative to Δb² this is 1/(2Δ), or about one per cent for Δ near 50. In this sense the tilt multiplies the tail by exp(−Δb²).

As a check, the Boltzmann weight of (5) was integrated numerically over a cone of 10⁻⁴ rad for Δ = 40, 60, 80 and b = 0.05, 0.1, 0.2, 0.3. The logarithm of the ratio differed from that of (28) by at most 0.0037. At Δ = 40 and b = 0.3, equation (27) predicts a difference of 0.0033.

Without thermal noise during the pulse, the failing starts form a cone about z, and for large Δ a suddenly removed tilt b multiplies the error rate by about √(1 − b²) exp(−Δb²) once 2Δbs_c ≪ 1. The effect of noise during the pulse remains to be found, along with the saving in pulse time and the size of these effects in a device example.
